# Debye Length and Mesh Spacing in an n-Type Semiconductor

A thick, uniform n-type semiconductor film has electron density $n_0=10^{18}\ \mathrm{cm^{-3}}$ and relative permittivity $\varepsilon_r=10$ at temperature $T=300$ K. Electrons are the only mobile charge, and a fixed positive background of density $n_0$ neutralizes them. Holes are neglected, and so is charge that moves into or out of traps. The film occupies $x\ge 0$ and is in equilibrium. Its electrostatic potential $\psi(x)$ is held at a given value at $x=0$ and vanishes in the neutral bulk.

Use $q=1.602177\times10^{-19}$ C for the elementary charge, $k=1.380649\times10^{-23}$ J/K and $\varepsilon_0=8.854188\times10^{-12}$ F/m. Write $\varepsilon=\varepsilon_r\varepsilon_0$ and $V_T=kT/q$.

## Part (a): the screening length

**Question.** Assuming Boltzmann statistics, find how a small surface potential decays into the film, and identify the decay length.

**Model answer.** An electron has charge $-q$, so its potential energy is $-q\psi$. A positive potential attracts electrons, and the Boltzmann factor gives

$$n(x)=n_0\,e^{q\psi/kT}=n_0\,e^{\psi/V_T}.$$

The charge density is background minus electrons, $\rho=q(n_0-n)$. Poisson's equation $\psi''=-\rho/\varepsilon$ becomes

$$\psi''=\frac{q n_0}{\varepsilon}\left(e^{\psi/V_T}-1\right).$$

For $|\psi|\ll V_T$ the bracket is $\psi/V_T$ to leading order, so

$$\psi''=\frac{\psi}{L_D^2},\qquad L_D=\sqrt{\frac{\varepsilon V_T}{q n_0}}=\sqrt{\frac{\varepsilon kT}{q^2 n_0}}.$$

The general solution is $Ae^{-x/L_D}+Be^{x/L_D}$. The potential must vanish in the bulk, which requires $B=0$, and the surface value fixes $A=\psi(0)$. Hence $\psi(x)=\psi(0)e^{-x/L_D}$. The length $L_D$ is the nondegenerate Debye length, the distance over which a small potential falls by a factor $e$.

Heating lengthens $L_D$, because thermal motion opposes the gathering of electrons. A higher density shortens it, because more charge is available to screen.

## Part (b): the number

**Question.** Evaluate $L_D$ for the film, and check the units.

**Model answer.** One cubic metre holds $10^6$ cubic centimetres, so $n_0=10^{24}\ \mathrm{m^{-3}}$. The ingredients are

$$\varepsilon=10\times 8.854188\times10^{-12}=8.85419\times10^{-11}\ \mathrm{F/m},$$

$$V_T=\frac{1.380649\times10^{-23}\times300}{1.602177\times10^{-19}}=0.025852\ \mathrm{V},$$

$$q n_0=1.60218\times10^{5}\ \mathrm{C/m^3}.$$

Therefore

$$L_D^2=\frac{8.85419\times10^{-11}\times0.025852}{1.60218\times10^{5}}=1.42867\times10^{-17}\ \mathrm{m^2},$$

$$L_D=3.78\times10^{-9}\ \mathrm{m}=3.78\ \mathrm{nm}.$$

Since $1\ \mathrm{F}=1\ \mathrm{C/V}$, the numerator has units $\mathrm{C/m}$. Division by $\mathrm{C/m^3}$ leaves $\mathrm{m^2}$, as required.

## Part (c): potentials that are not small

**Question.** Let $u=\psi/V_T$ and $u_0=u(0)$. Find the leading correction to the distance $x_e$ at which $u$ has fallen to $u_0/e$. Evaluate it for $u_0=\pm1$. What replaces exponential decay in strong depletion, $u_0\ll-1$?

**Model answer.** In terms of $u$, Poisson's equation is $L_D^2u''=e^u-1$. Multiplying by $u'$ turns both sides into derivatives:

$$\frac{d}{dx}\left(\tfrac12L_D^2u'^2\right)=\frac{d}{dx}\left(e^u-u\right).$$

In the bulk $u=0$ and $u'=0$, which fixes the integration constant:

$$L_D^2u'^2=2(e^u-1-u)=u^2\left(1+\frac u3+\frac{u^2}{12}+\dots\right).$$

The potential relaxes towards zero, so $u'$ has the sign opposite to $u$. For either sign of $u$,

$$u'=-\frac{u}{L_D}\left(1+\frac u3+\frac{u^2}{12}+\dots\right)^{1/2}.$$

To find distance as a function of $u$, the inverse square root is needed. With $a=u/3+u^2/12+\dots$ and $(1+a)^{-1/2}=1-\tfrac12a+\tfrac38a^2-\dots$, it is

$$1-\frac u6-\frac{u^2}{24}+\frac38\cdot\frac{u^2}{9}+O(u^3)=1-\frac u6+O(u^3),$$

because the two quadratic terms cancel. Integrating $dx=-L_D\,(du/u)\,[1-u/6+O(u^3)]$ from $u_0$ to $u_0/e$ gives

$$x_e=L_D\int_{u_0/e}^{u_0}\left(\frac1u-\frac16+O(u^2)\right)du
=L_D\left[1-\left(1-\frac1e\right)\frac{u_0}{6}+O(u_0^3)\right].$$

The coefficient of $u_0$ is $-0.105$. At $u_0=+1$, a surface potential of about $+26$ mV, the formula gives $x_e=3.382$ nm. At $u_0=-1$ it gives $4.178$ nm. Numerical solution of the full nonlinear equation gives $3.383$ nm and $4.177$ nm. For $u_0=0.001$ the numerical distance is $3.779$ nm, in agreement with the linear law.

The sign has a direct meaning. In accumulation, $u>0$, the electron excess grows faster than linearly with potential, so screening is stronger. In depletion the net charge density cannot exceed $qn_0$, so screening is weaker.

In strong depletion set $v=-u>0$. Then $L_D^2v''=1-e^{-v}\approx1$ wherever $v\gg1$. Neglecting the soft edge of the depleted layer, take $v=v'=0$ at its edge $x=W$. Two integrations give

$$v(x)=\frac{(W-x)^2}{2L_D^2},\qquad W\approx L_D\sqrt{2|u_0|}.$$

The profile is parabolic, and its width grows as the square root of the magnitude of the surface potential. This is the leading form only. The first integral above reads $L_D^2v'^2=2(v-1+e^{-v})$, so the surface field corresponds to a fully depleted width $L_D\sqrt{2(|u_0|-1)}$. At $u_0=-10$ this is $4.24\,L_D$, against $W=4.47\,L_D$. Inside the depleted layer $L_D$ sets the scale of the width and is not a decay length. Beyond the soft edge, where $|u|\ll1$, the linear law holds again and the remaining potential decays exponentially with length $L_D$.

## Part (d): the device mesh

**Question.** The linear equation of part (a) is solved by central differences on a uniform mesh of spacing $h$. Find the decay length $\lambda$ of the discrete solution. What spacing keeps its error near one percent of $L_D$? Does the same spacing give an accurate surface field from the first two mesh points?

**Model answer.** Replacing $\psi''$ by its central difference gives, for $u_i=u(ih)$,

$$\frac{u_{i-1}-2u_i+u_{i+1}}{h^2}=\frac{u_i}{L_D^2}.$$

Insert $u_i=u_0e^{-ih/\lambda}$ and divide by $u_i$:

$$e^{h/\lambda}+e^{-h/\lambda}-2=\frac{h^2}{L_D^2}.$$

The left side equals $4\sinh^2(h/2\lambda)$. Taking the positive root,

$$\lambda=\frac{h}{2\,\operatorname{arsinh}(h/2L_D)}.$$

For a fine mesh put $y=h/2L_D$ and use $\operatorname{arsinh}y=y-y^3/6+\dots$:

$$\frac{\lambda}{L_D}=\frac{y}{\operatorname{arsinh}y}\approx1+\frac{y^2}{6}=1+\frac{h^2}{24L_D^2}.$$

The discrete potential therefore decays too slowly. Solving the linear systems gives the following values, with errors relative to $L_D$.

| $h$ (nm) | $h/L_D$ | $\lambda$ (nm) | error (%) |
|---:|---:|---:|---:|
| 1 | 0.265 | 3.791 | 0.29 |
| 2 | 0.529 | 3.823 | 1.14 |
| 4 | 1.058 | 3.944 | 4.34 |
| 8 | 2.117 | 4.338 | 14.78 |

Setting $h^2/(24L_D^2)=0.01$ gives $h=\sqrt{0.24}\,L_D=0.490\,L_D=1.85$ nm. The solved error at this spacing is $0.98\,\%$, slightly below the target because the estimate keeps only the leading term.

The surface field is more demanding. The linear solution has $-u'(0)=u_0/L_D$, whereas the first two mesh points give

$$\frac{u_0-u_1}{h}=\frac{u_0}{h}\left(1-e^{-h/\lambda}\right)\approx\frac{u_0}{L_D}\left(1-\frac{h}{2L_D}\right).$$

This error is of first order in $h$. At $h=0.49\,L_D$ the leading estimate puts the field about one quarter too low, and the unexpanded expression puts it $21.5\,\%$ too low. A spacing of half a Debye length is thus adequate for the decay length, but not for a field taken from this simple difference. The mesh must suit the quantity that is wanted.

## Part (e): is the film nondegenerate?

**Question.** Suppose the conduction band is parabolic with a model effective mass of $0.30$ electron masses. Find the first correction to the screening length from Fermi statistics, and evaluate it.

**Model answer.** Let $\eta$ be the Fermi level measured from the band edge, divided by $kT$. Then

$$n=N_cF(\eta),\qquad F(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt s\,ds}{1+e^{s-\eta}},\qquad N_c=2\left(\frac{2\pi m kT}{h_P^2}\right)^{3/2},$$

where $m$ is the effective mass and $h_P$ is Planck's constant. A potential lowers the band edge by $q\psi$, so $\eta$ becomes $\eta_0+\psi/V_T$, with $\eta_0$ the bulk value. For small $\psi$ the electron excess is $(dn/d\eta)\,\psi/V_T$, and the argument of part (a) gives

$$L^2=\frac{\varepsilon V_T}{q\,dn/d\eta}=L_D^2\,\frac{n_0}{dn/d\eta},$$

with the derivative taken at $\eta_0$.

For $\eta<0$, expand $1/(1+e^{s-\eta})=e^{\eta-s}-e^{2(\eta-s)}+\dots$. Since $\int_0^\infty\sqrt s\,e^{-js}ds=\tfrac12\sqrt\pi\,j^{-3/2}$, with $z=e^{\eta_0}$ and $\nu=n_0/N_c$,

$$\nu=z-\frac{z^2}{2^{3/2}}+\dots,\qquad
\frac{d\nu}{d\eta}=z-\frac{2z^2}{2^{3/2}}+\dots=\nu-\frac{z^2}{2^{3/2}}+\dots$$

To this order $z^2$ may be replaced by $\nu^2$, so $d\nu/d\eta\approx\nu(1-\nu/2^{3/2})$ and

$$L\approx L_D\sqrt{1+\frac{n_0}{2^{3/2}N_c}}.$$

The model mass gives $N_c=4.12\times10^{18}\ \mathrm{cm^{-3}}$ and $n_0/N_c=0.2425$. The bulk value is $\eta_0=-1.33$, so the expansion applies. Then

$$L\approx3.780\ \mathrm{nm}\times\sqrt{1+\frac{0.2425}{2.828}}=3.94\ \mathrm{nm}.$$

The full Fermi integral also gives $3.94$ nm, which is $4.2\,\%$ above $L_D$. The e-fold distance from the nonlinear Poisson equation with Fermi statistics agrees. The Pauli principle makes the density respond less strongly to potential, which weakens screening. The nondegenerate value is therefore a fair estimate for this mass at small potential. In accumulation the correction grows: at $u_0=+1$ Fermi statistics raise the e-fold distance of part (c) from $3.38$ nm to $3.60$ nm. The $4.2\,\%$ itself holds only within the local model, in which the density follows the potential point by point. The thermal wavelength $h_P/\sqrt{2\pi mkT}=7.9$ nm exceeds $L_D$, and the wavevector-dependent response of free electrons reduces the small-potential decay length to about $3.85$ nm. A lighter mass reduces $N_c$ and makes the correction larger.

## Part (f): what the length describes

**Question.** How many electrons does a sphere of radius $L_D$ contain on average? What does this imply for the use of $L_D$? How would traps that exchange electrons with the band change the screening length?

**Model answer.** The average number is

$$\frac{4\pi}{3}n_0L_D^3=0.23.$$

The Poisson equation of part (a) treats the electrons as a smooth charge cloud. Around a single point charge that picture would need many electrons within a screening length, and here there is less than one. The value $3.78$ nm should therefore not be read as a precise screening radius around one impurity. It is the length built into the averaged Poisson model of a planar device, and so it is the length that a mesh for that model has to resolve where the potential is small. In strong accumulation the potential varies over a shorter distance near the surface, and the mesh must be finer there. Averaging over a large area makes the mean charge in a layer well defined, but it does not restore the correlations between electrons that the model omits.

Suppose traps hold an electron density $n_t$ in equilibrium with the band. A positive potential raises their occupation as well, so the linearized charge contains $d(n+n_t)/d\psi$ in place of $dn/d\psi$:

$$L^2=\frac{\varepsilon}{q\,d(n+n_t)/d\psi}.$$

The added term is positive, so responsive traps shorten the screening length. This matters for amorphous films with many such states near the Fermi level. It also matters for donors that are not fully ionized, which respond in the same way. For the mass of part (e), an isolated hydrogenic donor level lies $41$ meV below the band edge, is only about $28\,\%$ ionized at $\eta_0=-1.33$, and shortens the length to about $3.0$ nm. At this doping the donor orbits begin to overlap, so that figure is only a guide to the size of the effect. The fixed background is a model assumption that requires fully ionized donors. If the traps are too slow to follow a change of potential, their charge acts as part of the fixed background, and the mobile electrons alone screen that change.

The numerical output below lists the computed screening and decay lengths to more digits.

## Computed results

```
Electron density: 1.000e+18 cm^-3 = 1.000e+24 m^-3
Relative permittivity: 10.0
Temperature: 300.0 K
Elementary charge: 1.602177e-19 C
Boltzmann constant: 1.380649e-23 J/K
Vacuum permittivity: 8.854188e-12 F/m
Permittivity eps: 8.85419e-11 F/m
Thermal voltage V_T: 0.025852 V
Charge density q*n0: 1.60218e+05 C/m^3
Debye length squared: 1.42867e-17 m^2
Debye length: 3.7798e-09 m = 3.7798 nm
Measured e-fold distance, u0 = 0.001: 3.7794 nm
Measured e-fold distance, u0 = +1: 3.3828 nm
First-order e-fold distance, u0 = +1: 3.3816 nm
Measured e-fold distance, u0 = -1: 4.1770 nm
First-order e-fold distance, u0 = -1: 4.1780 nm
Mesh 1 nm: h/L_D = 0.2646, decay length 3.7907 nm, error 0.29 %
Mesh 2 nm: h/L_D = 0.5291, decay length 3.8230 nm, error 1.14 %
Mesh 4 nm: h/L_D = 1.0583, decay length 3.9439 nm, error 4.34 %
Mesh 8 nm: h/L_D = 2.1165, decay length 4.3385 nm, error 14.78 %
Spacing for one percent error: 1.852 nm = 0.490 L_D
Solved error at that spacing: 0.984 %
Model effective mass: 0.30 electron masses
Effective density of states Nc: 4.1234e+18 cm^-3
Ratio n0/Nc: 0.2425
Reduced Fermi level eta: -1.3312
Fermi screening length, linearized: 3.9374 nm
Fermi e-fold distance, measured: 3.9371 nm
Fermi length, first-order formula: 3.9385 nm
Fermi lengthening over L_D: 4.17 %
Electrons in a sphere of radius L_D: 0.2262
```
